# Subband-edge force equals averaged electrostatic force in a uniform channel

An electron travels along a silicon film 5 nm thick on its way from source to drain. Across the film, along $z$, it occupies a standing wave; along the channel, $x$, a multisubband Monte Carlo calculation moves it as a classical particle between collisions. The electric field along $x$ is not the same at the middle of the film as at its faces. Which field accelerates the particle? The simulation takes the slope of the subband energy $E_n(x)$. One could instead average the field over the standing wave. The two prescriptions agree if the confinement mass, band offset and boundaries do not change along the channel.

## The force used in the simulation

Atomic units are used in the algebra, and the electron has charge $-1$. Its potential energy is $V(x,z)=U_c-\phi(x,z)$, where $\phi$ is the electrostatic potential and $U_c$ the band offset. In the slice at $x$,

$$H\psi_n=-\frac12\partial_z\!\left(\frac1{m_z}\partial_z\psi_n\right)+V\psi_n=E_n(x)\psi_n ,$$

with $\psi_n=0$ at hard walls $z=a$ and $z=b$, $\psi_n$ real and $\int\psi_n^2dz=1$. Motion along the width of the device is free and separates.

Let the transport mass $m_x$ be constant, and expand the full wave function as $\Psi=\sum_m\chi_m(x)\psi_m(z;x)$. The product rule gives

$$\partial_x^2(\chi_m\psi_m)=\chi_m''\psi_m+2\chi_m'\partial_x\psi_m+\chi_m\partial_x^2\psi_m .$$

Projecting the Schrödinger equation with total energy $E$ on $\psi_n$ then yields

$$-\frac{\chi_n''}{2m_x}+E_n\chi_n-\frac1{2m_x}\sum_m\left[2d_{nm}\chi_m'+\langle\psi_n|\partial_x^2\psi_m\rangle\chi_m\right]=E\chi_n ,$$

where $d_{nm}=\langle\psi_n|\partial_x\psi_m\rangle$. If the standing wave changes slowly along $x$, the sum is dropped. What remains is a particle with Hamiltonian $k^2/(2m_x)+E_n(x)$, whose classical equations are

$$\frac{dx}{dt}=\frac{k}{m_x},\qquad \frac{dk}{dt}=F_n=-\frac{dE_n}{dx}.$$

A transport mass that varied with $x$ would add $-\tfrac12k^2\partial_x(1/m_x)$ to $dk/dt$. The claim to be derived is

$$\boxed{-\frac{dE_n}{dx}=\int_a^b\psi_n^2\,\partial_x\phi\,dz}$$

when $m_z$, $U_c$, $a$ and $b$ are independent of $x$. The sign is right: the force on charge $-1$ in the field $-\partial_x\phi$ is $+\partial_x\phi$.

The second derivation below needs a level that is not degenerate, and this confinement provides it. If $u$ and $v$ had the same energy, then $(uv'-vu')/m_z$ would be constant in $z$. It vanishes at the wall, so it vanishes everywhere, and $u$ and $v$ are proportional.

## First derivation: differentiate the slice equation

Suppose that $E_n$ and $\psi_n$ are differentiable in $x$. For the moment, let mass and walls vary too. Differentiating $(H-E_n)\psi_n=0$ gives

$$(\partial_xH)\psi_n-\frac{dE_n}{dx}\psi_n+(H-E_n)u=0,\qquad u=\partial_x\psi_n .$$

Multiply by $\psi_n$ and integrate. Normalization gives

$$\frac{dE_n}{dx}=\langle\psi_n|\partial_xH|\psi_n\rangle+\int_a^b\psi_n(H-E_n)u\,dz .$$

The first term contains $\langle\partial_xV\rangle$ and a mass term. One integration by parts, with $\psi_n=0$ at the walls, turns the latter into

$$-\frac12\int\psi_n\partial_z\!\left[\partial_x\!\left(\frac1{m_z}\right)\partial_z\psi_n\right]dz=\frac12\int\partial_x\!\left(\frac1{m_z}\right)(\partial_z\psi_n)^2dz .$$

In the second term, two integrations by parts move $H$ from $u$ to $\psi_n$:

$$\int_a^b\psi_n(H-E_n)u\,dz=\int_a^b u(H-E_n)\psi_n\,dz-\frac12\left[\frac{\psi_n\partial_zu-u\,\partial_z\psi_n}{m_z}\right]_a^b .$$

The integral on the right is zero by the slice equation, and $\psi_n=0$ removes half of the bracket. There remains $\tfrac12[u\,\partial_z\psi_n/m_z]_a^b$.

The value of $u$ at a wall follows from $\psi_n(b(x);x)=0$. Its total derivative is $b'\partial_z\psi_n(b)+u(b)=0$, so $u(b)=-b'\partial_z\psi_n(b)$, and likewise at $a$. Altogether,

$$\frac{dE_n}{dx}=\langle\partial_xV\rangle+\frac12\int\partial_x\!\left(\frac1{m_z}\right)(\partial_z\psi_n)^2dz-b'\frac{(\partial_z\psi_n)_b^2}{2m_z}+a'\frac{(\partial_z\psi_n)_a^2}{2m_z}.$$

Uniform mass removes the second term and fixed walls remove the last two. A uniform offset gives $\partial_xV=-\partial_x\phi$, and the boxed result follows. The standing wave does change along $x$, but with fixed walls that change does not contribute to the slope of the energy.

The mass may jump in $z$, as at an oxide interface. If the interface and both masses are uniform in $x$, then $\psi_n$, $\partial_z\psi_n/m_z$, $u$ and $\partial_zu/m_z$ are continuous there, and integrating by parts on each side leaves no interface term.

An empty well of width $L$ checks the wall terms. With $\psi_n=\sqrt{2/L}\sin(n\pi z/L)$, the squared slope at the wall is $2n^2\pi^2/L^3$. Moving one wall outward gives $dE_n/dL=-n^2\pi^2/(m_zL^3)$, which is the derivative of $E_n=n^2\pi^2/(2m_zL^2)$. There is no electrostatic force at all here, yet the subband edge has a slope: a widening film pulls the electron towards its wider part.

## Second derivation: compare two slices

Now take two slices a finite distance $\delta$ apart, with the same walls and mass. Quantities at $x+\delta$ carry a tilde, and $\Delta V=\tilde V-V$. Multiply the equation for $\tilde\psi_m$ by $\psi_n$, the equation for $\psi_n$ by $\tilde\psi_m$, subtract and integrate. The kinetic terms combine into

$$-\frac12\left[\frac{\psi_n\partial_z\tilde\psi_m-\tilde\psi_m\partial_z\psi_n}{m_z}\right]_a^b=0,$$

because both functions vanish at the same walls and share one mass. What is left is

$$(\tilde E_m-E_n)\langle\tilde\psi_m|\psi_n\rangle=\langle\tilde\psi_m|\Delta V|\psi_n\rangle .$$

For $m=n$, with overlap $S=\langle\tilde\psi_n|\psi_n\rangle$,

$$\tilde E_n-E_n=\frac1S\int_a^b\tilde\psi_n\,\Delta V\,\psi_n\,dz .$$

This holds for a finite separation as long as $S\neq0$. To take $\delta\to0$ one must know that $\tilde\psi_n$ approaches $\psi_n$, and the relation for $m\ne n$ supplies this.

Let $\eta$ be the largest $|\Delta V|$ in the slice and $\Delta$ the distance from $E_n$ to the nearest other level at $x$. The expectation value of $H$ in any trial state changes by at most $\eta$, so by the min–max principle each level moves by at most $\eta$. Hence $|\tilde E_m-E_n|\ge\Delta-\eta$ for $m\ne n$ when $\eta<\Delta$. Squaring the relation and summing over the complete set $\tilde\psi_m$ gives

$$1-S^2=\sum_{m\ne n}|\langle\tilde\psi_m|\psi_n\rangle|^2\le\frac{\langle\psi_n|(\Delta V)^2|\psi_n\rangle}{(\Delta-\eta)^2}\le\frac{\eta^2}{(\Delta-\eta)^2}.$$

If $V$ has a derivative in $x$ that is bounded and approached uniformly in $z$, then $\eta\to0$ with $\delta$. Choosing the sign of $\tilde\psi_n$ so that $S>0$, we get $S\to1$ and $\int(\tilde\psi_n-\psi_n)^2dz=2-2S\to0$. Dividing the energy difference by $\delta$ then gives

$$\frac{dE_n}{dx}=\int_a^b\psi_n^2\,\partial_xV\,dz=-\int_a^b\psi_n^2\,\partial_x\phi\,dz ,$$

which is the boxed result again.

## What each derivation assumes

For the final result, both use uniform mass, offset and walls. The first also assumes that the energy and the standing wave can be differentiated along $x$. In return it allows the mass and offset to vary smoothly and the hard walls to move, and it names the force that each change adds. The second assumes a nondegenerate level and a smooth potential; the existence of $dE_n/dx$ comes out as a result. It also gives a guide for a calculation on a mesh: the standing wave changes little between slices if the potential, apart from a uniform shift, changes by much less than the distance to the next level.

A double well shows why this matters. Take $V=0.3\sin(0.4x+0.7z)+0.05z^2\cos(0.2x)$, in eV with lengths in nm, a 5 nm film and $m_z=0.92$. At $x=4$ nm the two lowest levels are 0.026 eV apart, near an avoided crossing. Energies were computed in a sine basis and differentiated by a five-point formula; the averaged force came from separate finite-difference wave functions. Over the six lowest levels the largest disagreement is $1.8\times10^{-4}$ eV/nm for a spacing of 0.05 nm, and $1.1\times10^{-7}$ eV/nm for 0.002 nm, where the remainder comes from the $z$ mesh of the finite-difference wave functions rather than from the spacing. The identity holds there, but a difference quotient needs closely spaced slices to show it.

Neither derivation assumes that the potential varies slowly along $x$. Slowness was needed earlier, to replace the wave equation by classical motion in one subband. Nor does it matter whether $\phi$ includes the field of the electrons themselves, provided the same total potential stands on both sides. An exchange-correlation or other non-electrostatic potential that varies with $x$ adds minus its own averaged gradient to the force.

Two consequences follow by integration and summation. The work $\int F_n\,dx$ done by the averaged force equals the drop of the subband edge. For subband populations $N_n$, the total force is $\sum_nN_nF_n=\int n(x,z)\,\partial_x\phi\,dz$ with $n=\sum_nN_n\psi_n^2$.

## A double-gate silicon film

Let the film occupy $|z|<2.5$ nm, with 1 nm of oxide on each side and a channel of length $L=20$ nm. Without charge in the channel, a solution of Laplace's equation in the film is

$$V=\tau z-g(x)\cos\frac z\lambda,\qquad g=\frac{A_s\sinh[(L-x)/\lambda]+A_d\sinh(x/\lambda)}{\sinh(L/\lambda)} .$$

The curvature $g''=g/\lambda^2$ cancels that of the cosine. The tilt $\tau=0.05$ eV/nm represents unequal gate voltages; $A_s=0.3$ eV and $A_d=0.7$ eV set the source and drain ends. In the oxide the cosine continues as a sine that vanishes at the gate. Continuity of displacement requires $\tan(2.5/\lambda)\tan(1/\lambda)=3.9/11.7$, with $\lambda$ in nm and the permittivities of oxide and silicon on the right. The largest root is $\lambda=3.15$ nm.

Since the tilt does not depend on $x$, the averaged force is $F_n=g'(x)\langle\cos(z/\lambda)\rangle_n$. At $x=15$ nm, $g'=0.044613$ eV/nm. With $m_z=0.92$ and hard walls at the film faces, the lowest subband has $\langle\cos(z/\lambda)\rangle=0.93477$, so

$$F_1=0.044613\times0.93477=0.04170\ \text{eV/nm}.$$

Differentiating the separately computed energies also gives 0.04170 eV/nm. Divided by the charge, this is a field of 0.417 MV/cm. The first three subbands of the $m_z=0.92$ valleys compare as follows.

| $n$ | $E_n$ (eV) | $-dE_n/dx$ (eV/nm) | average (eV/nm) |
|---|---|---|---|
| 1 | −0.1508 | 0.04170 | 0.04170 |
| 2 | −0.0684 | 0.04190 | 0.04190 |
| 3 | 0.0209 | 0.04069 | 0.04069 |

The midplane force, 0.0446 eV/nm, is 7% above $F_1$; the force at a film face, 0.0313 eV/nm, is 25% below it. The force does not change steadily with $n$. Valleys with $m_z=0.19$ feel 0.0427 eV/nm in their lowest subband, which lies at −0.0688 eV, just below $n=2$, in the same potential. From $x=12$ to 18 nm, the averaged force does 0.2909 eV of work on the first subband, equal to the drop of its edge.

Failures of uniformity can be sized too. If each face recedes by 0.02 nm per nm of channel, the wall terms add 0.00074 eV/nm, or 1.8% of $F_1$. In a calculation with a 3.1 eV oxide barrier and oxide mass 0.5, the kinetic energy in the silicon is 0.0285 eV. A confinement mass rising by 1% per nm would then add $0.01\times0.0285=0.0003$ eV/nm. The barrier itself, being uniform, leaves the identity intact: it lowers both sides to 0.0414 eV/nm.

## Beside a real device

The dimensions and masses are roughly those of a thin-body silicon transistor at 300 K, but the potential is a model. Suppose the source Fermi level lies 0.05 eV above the first subband edge. That edge is then 87% occupied, and the subband holds $8.5\times10^{12}$ cm$^{-2}$ at the source end. Spread evenly over the film and not balanced by donors, this charge would shift the potential by about 0.28 V, comparable with $A_s$, and electrons in other subbands would add to the shift. The charge-free potential therefore cannot be trusted there. At the barrier top the local charge alone would shift the potential by less than 0.1 mV, but the source charge also acts there, and this estimate leaves it out. Real films also have rough faces. The wall force is proportional to the slope, so slopes of 0.1 at both faces would raise or lower $F_1$ by about 9%, depending on their direction. Nearly all of this comes from the lower face, against which the tilt $\tau z$ presses the standing wave.

The oxide field reaches 6.5 MV/cm at the drain end, high beside a breakdown field of roughly 10 MV/cm. The field along the channel exceeds the rough 0.3 MV/cm at which bulk silicon breaks down by impact ionization from about $x=14$ nm to the drain, and also within about 3.5 nm of the source; the tilt alone gives 0.5 MV/cm across the midplane everywhere. That process needs an electron with a kinetic energy of at least about the gap, 1.12 eV, whereas the conduction edge varies by only 0.82 eV over the whole film, so few electrons can reach it. Band-to-band tunnelling needs an edge variation larger than the gap, so it has no energy window within the film in this model.

Tunnelling through the source barrier is a more serious omission than either. A WKB estimate for the first subband, with transmission $e^{-2\int\kappa dx}$ ($\kappa$ being the decay rate under the barrier) and Boltzmann weights, puts the tunnelling current at about 0.3 of the current over the top. WKB is crude near the top, where much of the thermal weight lies. Solving the one-subband wave equation, with the edge held flat beyond both ends, lowers the ratio to 0.22 of the classical current over the top; about a fifth of the electrons that cross pass under the barrier. Classical trajectories cannot describe that path, however accurately their force is computed. The total current is less affected, because waves are also partly reflected just above the barrier: energies above the top carry 0.85 of the classical current, so the sum exceeds it by only 7%.

At $x=15$ nm the dropped couplings are milder. The first two subbands of the $m_z=0.92$ valleys have $|d_{21}|=0.022$ nm$^{-1}$ and lie 0.0824 eV apart. With $m_x=0.19$, an electron that left the barrier top with kinetic energy $k_BT$ has $\hbar v=0.32$ eV nm here. The dropped term in $\chi_m'$ has size $\hbar v|d_{21}|$, so the adiabatic estimate of the mixing amplitude, this size divided by the level spacing, is $0.32\times0.022/0.0824=0.085$, a probability of 0.7%. The estimate is rough, because $d_{21}$ changes over about 3 nm, comparable with $\hbar v$ divided by the spacing (3.9 nm); solving the coupled equations gives 0.2 to 0.3% at this point. The mixing grows towards the drain, where 6 to 7% of these electrons arrive in higher subbands. The diagonal term $\int(\partial_x\psi_1)^2dz/(2m_x)$ is 0.12 meV, and its slope changes the force by 0.2%. Nonparabolic confinement, to first order with a coefficient of 0.5 eV$^{-1}$, also changes it by 0.2% for an electron with no kinetic energy along the channel. With the 0.13 eV that this electron carries along $x$, the cross term between the two kinetic energies raises the change to about 0.6%. The couplings alter the transport model and leave the identity for $E_n$ untouched. Nonparabolicity alters the slice equation itself. The correction used here is $-\alpha T^2$, with $T$ the kinetic operator and $\alpha$ the coefficient above. It is the same operator in every slice, so to first order in $\alpha$ the identity still holds if the average uses the corrected standing wave. A confinement mass that depends on $E_n-V$ is different: it changes along the channel with $V$, and the averaged field alone then no longer gives the exact slope.
